# What zero forces say about a relaxed symmetric defect

**The argument under review**

A calculation treats a hole trapped beside an aluminium atom that replaces silicon in silica. Two equivalent oxygen neighbours share the hole. The atoms are relaxed from a symmetric starting structure, and the remaining force is 0.005 eV/Å, below the tolerance of 0.01 eV/Å. The argument then runs: "The forces have vanished. A structure with lower energy nearby would have pulled the atoms towards it. The shared hole is therefore the stable state of this trap."

The first sentence is acceptable. The second does not follow from it, and the third falls with it. A model with two displacements is enough to see why, and to see what evidence would support a claim of stability.

**What symmetry does to the force**

Let $u_1$ and $u_2$ be the outward displacements of the two oxygen atoms from the relaxed symmetric structure, with the aluminium atom held fixed. Define

$$s=\frac{u_1+u_2}{\sqrt2},\qquad q=\frac{u_1-u_2}{\sqrt2}.$$

The breathing displacement $s$ keeps the two atoms equivalent; the odd displacement $q$ does not. Exchanging the atoms leaves $s$ unchanged and reverses $q$. If the exchange is a symmetry of the energy, then

$$E(s,q)=E(s,-q).$$

Differentiate both sides with respect to $q$. The chain rule gives a minus sign on the right:

$$\frac{\partial E}{\partial q}(s,q)=-\frac{\partial E}{\partial q}(s,-q).$$

At $q=0$ the two derivatives are the same number, so that number equals its own negative and must be zero. This holds for every $s$, relaxed or not. The odd force is zero before the optimizer takes its first step, and its vanishing at the end carries no information about stability.

The proof needs an energy that is differentiable at $q=0$. If two electronic states are degenerate there, the lowest energy surface can have a cusp, and the argument does not apply. For a trapped hole this is a practical case: at the symmetric geometry a method such as unrestricted Hartree–Fock can converge to one of two mirror-image solutions with the hole on a single atom, and each of them has a nonzero odd force. The argument, and the smooth model below, assume an electronic solution that keeps the symmetry at $q=0$. It also needs true equivalence: a term $-hq$ in the energy, from strain or an electric field, produces an odd force $h$ at $q=0$.

**A model in which the claim can be tested**

Take

$$E=\tfrac12Ks^2-\tfrac12Aq^2+\tfrac14Bq^4+Gsq^2,$$

with $K>0$, $A>0$ and energy measured from the symmetric structure. Only even powers of $q$ appear, as the symmetry demands. There is no term linear in $s$, because the origin is already relaxed with respect to breathing. Higher terms such as $s^3$ and $s^2q^2$ are left out.

The two derivatives are

$$\frac{\partial E}{\partial s}=Ks+Gq^2,\qquad
\frac{\partial E}{\partial q}=q\,(-A+Bq^2+2Gs).$$

Both vanish at $s=q=0$. The second derivatives are

$$E_{ss}=K,\qquad E_{sq}=2Gq,\qquad E_{qq}=-A+3Bq^2+2Gs,$$

so at the origin the Hessian, the matrix of second derivatives, is diagonal with entries $K$ and $-A$. The energy rises along $s$ and falls along $q$. The origin is a saddle point, although every force there is zero.

To find the lower structures, complete the square in $s$:

$$\tfrac12K\left(s+\frac{Gq^2}{K}\right)^2=\tfrac12Ks^2+Gsq^2+\frac{G^2q^4}{2K}.$$

The last term is not in $E$ and must be subtracted again. Hence

$$E=\tfrac12K\left(s+\frac{Gq^2}{K}\right)^2-\tfrac12Aq^2+\tfrac14B_{\rm eff}q^4,
\qquad B_{\rm eff}=B-\frac{2G^2}{K}.$$

Assume $B_{\rm eff}>0$, so that the energy is bounded below. The square is smallest when it is zero, which fixes $s=-Gq^2/K$. The rest has the derivative $q(-A+B_{\rm eff}q^2)$, which vanishes away from the origin at

$$q=\pm q_0,\qquad q_0=\sqrt{\frac{A}{B_{\rm eff}}}.$$

Inserting $q_0^2=A/B_{\rm eff}$ gives

$$E_{\rm well}=-\frac{A^2}{2B_{\rm eff}}+\frac{A^2}{4B_{\rm eff}}=-\frac{A^2}{4B_{\rm eff}}.$$

The energy gained by leaving the saddle is therefore $\Delta E=A^2/(4B_{\rm eff})$. There are two wells, one for each oxygen atom that may move outward.

The numerical case uses round parameters: $K=30$ and $A=10$ eV/Å², $B=250$ eV/Å⁴, $G=-15$ eV/Å³. Then

$$B_{\rm eff}=250-\frac{2\times225}{30}=235\ \text{eV/Å}^4,$$

$$q_0=\sqrt{10/235}=0.206\ \text{Å},\qquad \Delta E=\frac{100}{4\times235}=0.106\ \text{eV},$$

or 0.00391 hartree. In the well $s=0.021$ Å. Converting back to the atoms gives $u_1=0.161$ Å and $u_2=-0.131$ Å: one bond lengthens and the other shortens.

**Why the optimizer does not find the wells**

Steepest descent changes each coordinate by $-\eta$ times its derivative, where $\eta$ is the step parameter. The change from $(u_1,u_2)$ to $(s,q)$ is a rotation combined with a reflection, so the rule keeps its form:

$$s_{\rm new}=(1-\eta K)s-\eta Gq^2,\qquad
q_{\rm new}=q\,[1+\eta(A-2Gs-Bq^2)].$$

If $q=0$, then $q_{\rm new}=0$, whatever the bracket contains. The instability multiplies a displacement that is not there.

Start at $s=-0.10$ Å, $q=0$, with $\eta=0.02$ Å²/eV. Since $1-\eta K=0.4$, the force after $n$ steps is $K|s|=3.0\times0.4^n$ eV/Å. It is 0.012 eV/Å after six steps and 0.0049 eV/Å after seven, where the run stops. This is the "converged" force of the argument under review. A tolerance of $10^{-8}$ eV/Å takes 22 steps and ends with the same $q=0$.

A more refined optimizer need not behave differently. The BFGS method builds its approximate inverse Hessian from earlier steps and force changes. If the starting matrix is the identity and the starting structure is symmetric, all these vectors are even under exchange, and so is the next step. BFGS started from the same structure also ended at $q=0$.

**Does rounding noise help?**

A possible defence is that computer arithmetic is never perfectly symmetric. Suppose noise puts $q=10^{-10}$ Å into the starting structure. Near the saddle each step multiplies $q$ by about $1+\eta A=1.2$. To reach 0.01 Å, a growth by $10^8$, takes about

$$\frac{\ln 10^8}{\ln 1.2}=101\ \text{steps}.$$

The direct count is 102. The estimate is 101.03 before rounding, so rounding up to a whole step already gives this number. The growth is also slower at first, because $A-2Gs$ is only 7 eV/Å² at $s=-0.10$ Å; this costs about half a step and leaves the count unchanged. With the tolerance of 0.01 eV/Å the run stops after seven steps, when $q$ has reached $3.3\times10^{-10}$ Å.

The defence has some merit for a very tight tolerance. With $10^{-8}$ eV/Å, the breathing force needs 22 steps to pass. By then the estimated growth has carried $q$ above $10^{-9}$ Å, where the odd force $Aq$ exceeds the tolerance, so the run would go on and escape. That outcome depends on accidental noise, and a code that symmetrizes the forces removes it. It is not a method for finding minima.

**What evidence would be sufficient**

The first requirement is the Hessian, computed for displacements that break the symmetry as well as for those that keep it. A test restricted to symmetric displacements would find only $K=30$ eV/Å² and would wrongly reassure. Finite differences of the forces in both coordinates give eigenvalues of $-10$ and $30$ eV/Å².

In a phonon calculation the negative eigenvalue appears as an imaginary frequency. For two atoms of equal mass $M$, the odd motion obeys $M\ddot q=Aq$ near the saddle, so $\omega^2=-A/M$. With $M=16$ u the magnitude $\sqrt{A/M}/2\pi$ is 12.4 THz. The corresponding line of the numerical output carries a wrong unit label: its value, $1.236\times10^{13}$, is in Hz, not THz.

The second requirement is a restart from a structure without the symmetry. Moving one oxygen atom by 0.05 Å gives $s=q=0.035$ Å, and the run reaches a well in 21 steps. Moving the other atom instead leads to the mirror-image well. A pure breathing displacement, however, returns to the saddle.

The kick must not be too small. At $s=0$ and small $q=\delta$ the force is close to $A\delta$, so a restart stops at once if

$$\delta<\frac{f_{\rm tol}}{A}=\frac{0.01}{10}=0.001\ \text{Å}.$$

Repeated relaxations with different kicks locate the threshold at the same value. A softer instability needs a larger kick: with $A=0.1$ eV/Å² the estimate is 0.1 Å, provided that this is still well inside the distance to the well. With the other constants unchanged it is not: the wells then lie only 0.021 Å from the saddle, and the limit described next applies.

There is a limit in which no kick between the wells can be relied on. Let $s$ follow $q$, so that the force along $q$ is $Aq-B_{\rm eff}q^3$. Its derivative vanishes at $q=q_0/\sqrt3$, where the force is

$$f_{\max}=\frac{q_0}{\sqrt3}\left(A-\frac A3\right)=\frac{2Aq_0}{3\sqrt3}.$$

If $f_{\max}<f_{\rm tol}$, every structure on this path between the wells counts as converged. Here $f_{\max}=0.79$ eV/Å, far above the tolerance.

The third requirement is to examine the new structure in the same way. With $s=-Gq_0^2/K$ and $A=B_{\rm eff}q_0^2$, the second derivative along $q$ becomes

$$E_{qq}=-\left(B-\frac{2G^2}{K}\right)q_0^2+3Bq_0^2-\frac{2G^2}{K}q_0^2=2Bq_0^2.$$

The determinant of the Hessian is then

$$K\,(2Bq_0^2)-(2Gq_0)^2=2Kq_0^2B_{\rm eff}=2KA>0.$$

The trace $K+2Bq_0^2$ is positive too, so both eigenvalues are positive. Their values are 18.1 and 33.2 eV/Å².

Positive eigenvalues, apart from the zeros of rigid motion in a real cell, secure a local minimum. They do not exclude a lower minimum elsewhere; in this model that is excluded by the completed square. Nor are they necessary: at $A=0$ one eigenvalue is zero, yet the quartic term still makes the origin a minimum.

**What the symmetric structure is good for**

The relaxed symmetric structure is the transition state between the two wells, and $\Delta E$ is the barrier. In classical transition-state theory, which assumes thermal equilibrium in the well and no immediate return across the saddle, the hopping rate is

$$k=\sqrt{\frac{k_BT}{2\pi M}}\;
\frac{\int e^{-E(s,0)/k_BT}\,ds}{\int_{q<0}e^{-E(s,q)/k_BT}\,ds\,dq}.$$

For harmonic wells the upper integral is $\sqrt{2\pi k_BT/K}$. The lower one is $e^{\Delta E/k_BT}\,2\pi k_BT/\sqrt{2KA}$, by the determinant found above. The temperature cancels from the prefactor:

$$k=\frac1{2\pi}\sqrt{\frac{2A}{M}}\;e^{-\Delta E/k_BT}.$$

At 300 K, $k_BT=25.9$ meV and this gives $2.9\times10^{11}$ s⁻¹. The integrals evaluated without the harmonic approximation give $2.7\times10^{11}$ s⁻¹, or one hop in about 4 ps. A measurement much slower than this would see a symmetric average, although the defect sits in a distorted well most of the time. An averaged symmetric signal therefore does not rescue the argument either.

Quantum motion could rescue it if the wells were shallow enough. Here the lowest vibrational level lies 79 meV above the well bottom. The saddle with its breathing zero-point energy lies at 151 meV, so the distorted wells survive. The tunnelling splitting is 0.19 meV. The vibrational quanta in the well, 69 and 93 meV from the eigenvalues 18.1 and 33.2 eV/Å², exceed $k_BT$, however, and so does the 51 meV that corresponds to the imaginary frequency of 12.4 THz. The classical rate is therefore an estimate of magnitude.

**The model beside the real trap**

Aluminium in silica can matter where an oxide meets alumina in charge-trap memory, and the hole at this defect is known to prefer one oxygen atom to being shared. The parameters were chosen for bond changes of one or two tenths of an ångström, roughly the real size; the barrier is a model value. The real centre has four oxygen neighbours, so it has more wells and more hopping paths.

Devices also break the assumed equivalence. Take a rough oxygen–oxygen distance of 2.6 Å, a field along the line between the atoms, a hole dipole linear in $q$ and no local-field correction. A field of 1 MV/cm then offsets the wells by $0.01\ \text{V/Å}\times2.6\ \text{Å}\times e=26$ meV, far more than the tunnelling splitting. At 10 MV/cm, roughly a writing field, the offset is 0.26 eV. This exceeds the zero-field barrier, yet the energy surface still has an upper minimum: the tilt $h=0.26/(2\times0.206)=0.63$ eV/Å is below $f_{\max}$. The barrier left in front of it is only about 10 meV, less than the zero-point energy of about 23 meV along the soft direction, so this minimum would not hold the defect. Disorder in a glassy oxide acts as a similar tilt. With such a tilt the odd force at $q=0$ is $h$, so a relaxation cannot stop there if $h$ exceeds the force tolerance. A smaller tilt can also be enough, because the odd displacement it causes grows while the breathing displacement is still relaxing.

One error lies beyond the reach of any kick. Semilocal density functionals tend to spread such a hole over several atoms, which in this model means too small an $A$. With the other constants fixed, halving $A$ reduces $\Delta E$ to a quarter, 0.027 eV; if the curvature along $q$ becomes positive, the wells disappear. A careful relaxation then finds the true minimum of a wrong energy surface.

**Assessment**

The reported forces support the statement that the shared-hole structure is stationary. To claim stability, the calculation should add the Hessian with symmetry-breaking displacements, a restart from a sufficiently distorted structure, and a reason to trust the electronic method on hole localization.

## Numbers as computed

```
Input K (breathing stiffness): 30 eV/A^2
Input A (odd-mode softening): 10 eV/A^2
Input B (quartic constant): 250 eV/A^4
Input G (mode coupling): -15 eV/A^3
Input M (oxygen mass, rounded): 16 u
Input descent step: 0.02 A^2/eV
Input force tolerance: 0.01 eV/A
Input symmetric start s: -0.10 A
Force at symmetric start: 3.000 eV/A
Steps to meet tolerance: 7
Force at trapped structure: 0.00492 eV/A
Odd displacement q when trapped: 0.0e+00 A
Steps with tolerance 1e-8 eV/A: 22
|q| after BFGS from same start: 0.0e+00 A
Saddle Hessian eigenvalue 1: -10.000 eV/A^2
Saddle Hessian eigenvalue 2: 30.000 eV/A^2
Imaginary frequency, magnitude: 12359211403732.29 THz
Kick of one oxygen atom: 0.05 A
Steps from kick to well (tolerance 0.01): 21
Effective quartic constant: 235.0 eV/A^4
Well position q0: 0.2063 A
Well position s: 0.0213 A
Well displacement u1: 0.1609 A
Well displacement u2: -0.1308 A
Energy gain from saddle to well: 0.1064 eV
Energy gain, converted: 0.003910 hartree
Well Hessian eigenvalue 1: 18.07 eV/A^2
Well Hessian eigenvalue 2: 33.21 eV/A^2
Smallest effective odd kick (bisection): 0.001000 A
Smallest odd kick, f_tol/A: 0.001000 A
Noise placed in q: 1e-10 A
Steps to stop with noise: 7
q at that stop: 3.29e-10 A
Steps for noise to reach 0.01 A, counted: 102
Steps for noise to escape, formula: 101.0
Harmonic zero-point energy in well: 80.9 meV
Ground level above well bottom: 79.1 meV
Saddle plus breathing zero-point: 150.6 meV
Tunnelling splitting: 0.189 meV
Temperature of use: 300 K
Thermal energy kT: 25.9 meV
Classical hopping rate, quadrature: 2.67e+11 1/s
Classical hopping rate, harmonic: 2.85e+11 1/s
Mean time between hops (quadrature): 3.74 ps
Rough O-O distance: 2.6 A
Well offset at 1 MV/cm: 26.0 meV
Well offset at 10 MV/cm: 256.5 meV
```
